**Critical compression of a clamped circular debonded scale**

The program tests $\sigma_c=j^2E(h/R)^2/[12(1-\nu^2)]$, where $h$ is the scale thickness, $R$ the debond radius, $E$ Young's modulus, $\nu$ the Poisson ratio and $j=3.8317$ the first positive zero of $J_1$. It asserts that a polynomial minimisation of the plate energy reproduces this load at three Poisson ratios, the relative deflection at half the radius, the higher loads of modes with one to three nodal diameters, and the compliant-edge equation. An axisymmetric solid calculation without plate kinematics is asserted to approach the same prefactor and an exponent of two; the output gives a ratio of 0.9996 at $h/R=0.01$ and an exponent of 1.998. The nonlinear plate equations are asserted to approach the same threshold at small deflection and to need a rising load beyond it. For a 3 µm alumina scale over a debond of 60 µm radius, the output gives a critical stress of 1.24 GPa, reached after 408 K of cooling. An edge compliance equivalent to one extra thickness of plate lowers this stress by about 9%. The growth stress, relaxation, alloy dimensions and initial bulge are chosen inputs that size neglected effects.

## Verification by program

```python
# Result under test: a clamped circular debonded scale under equibiaxial
# compression sigma buckles first at
#   sigma_c = j^2 E (h/R)^2 / (12 (1 - nu^2)),   J1(j) = 0, j = 3.83...
# h: thickness, R: debond radius, E: Young's modulus, nu: Poisson ratio.
# Dimensionless load: sigma h R^2 / D, with D = E h^3 / (12 (1 - nu^2)).
# Radial coordinate r is in units of R; plate deflections are in units of h.
import numpy as np
from numpy.polynomial import Polynomial
from scipy.constants import zero_Celsius
from scipy.integrate import solve_bvp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import j0, j1, jn_zeros

j = float(jn_zeros(1, 1)[0])


def legendre_in_r_squared(count):
    """Legendre polynomials of the argument 2 r^2 - 1."""
    s = Polynomial([-1.0, 0.0, 2.0])
    polys = [Polynomial([1.0]), s]
    for k in range(1, count - 1):
        polys.append(((2*k + 1)*s*polys[k] - k*polys[k - 1]) / (k + 1))
    return polys[:count]


nodes, gauss = np.polynomial.legendre.leggauss(30)
r_q, w_q = (nodes + 1)/2, gauss/2
P = legendre_in_r_squared(7)
rim = Polynomial([1.0, 0.0, -1.0])
r_poly = Polynomial([0.0, 1.0])


def plate_energy_load(n, nu, clamp=2, edge_spring=0.0):
    """Lowest load from the plate energy, n nodal diameters.
    clamp=2: zero edge slope; clamp=1: slope resisted by edge_spring."""
    basis = [r_poly**n * rim**clamp * p for p in P]
    w = np.array([f(r_q) for f in basis])
    d1 = np.array([f.deriv()(r_q) for f in basis])
    d2 = np.array([f.deriv(2)(r_q) for f in basis])
    hoop = d1/r_q - n**2*w/r_q**2
    twist = n*(d1/r_q - w/r_q**2)
    wt = w_q*r_q
    K = ((d2 + hoop)*wt) @ (d2 + hoop).T
    K -= (1 - nu)*((d2*wt) @ hoop.T + (hoop*wt) @ d2.T
                   - 2*(twist*wt) @ twist.T)
    edge = np.array([f.deriv()(1.0) for f in basis])
    K += edge_spring*np.outer(edge, edge)
    G = (d1*wt) @ d1.T + n**2*(w*wt/r_q**2) @ w.T
    values, vectors = eigh((K + K.T)/2, (G + G.T)/2)
    mode = sum(c*f for c, f in zip(vectors[:, 0], basis))
    return values[0], mode


def solid_critical_stress(t, nu):
    """sigma_c / E for an axisymmetric solid of thickness/radius t.
    No plate kinematics: radial displacement has z and z^3 parts, axial
    displacement has 1 and z^2 parts, each with free radial functions."""
    zn, zg = np.polynomial.legendre.leggauss(6)
    z, wz = zn/2*t, zg/2*t
    lame = nu/((1 + nu)*(1 - 2*nu))
    shear = 1/(2*(1 + nu))
    er, et, ez, gam, slope = [], [], [], [], []
    zero = np.zeros((r_q.size, z.size))
    for p in P:
        f = r_poly*rim*p
        for m in (1, 3):
            scale = t**(1 - m)
            er.append(np.outer(f.deriv()(r_q), z**m)*scale)
            et.append(np.outer(f(r_q)/r_q, z**m)*scale)
            ez.append(zero)
            gam.append(np.outer(f(r_q), m*z**(m - 1))*scale)
            slope.append(zero)
        for m, g in ((0, rim*p), (2, p)):
            er.append(zero)
            et.append(zero)
            dz = 2*z if m == 2 else 0*z
            ez.append(np.outer(g(r_q), dz))
            tilt = np.outer(g.deriv()(r_q), z**m)
            gam.append(tilt)
            slope.append(tilt)
    er, et, ez, gam, slope = [np.array(a).reshape(len(a), -1)
                              for a in (er, et, ez, gam, slope)]
    wt = np.outer(w_q*r_q, wz).ravel()
    trace = er + et + ez
    K = lame*(trace*wt) @ trace.T + shear*(gam*wt) @ gam.T
    for e in (er, et, ez):
        K += 2*shear*(e*wt) @ e.T
    G = (slope*wt) @ slope.T
    return 1/eigh((G + G.T)/2, (K + K.T)/2, eigvals_only=True)[-1]


def von_karman_load(rise, nu, bulge=0.0):
    """Load that holds an added centre deflection 'rise' (units of h),
    with an initial stress-free bulge; in-plane displacement u responds."""
    start = 1e-3
    norm = 1 - j0(j)

    def rhs(r, y, p):
        w, phi, m, u, t = y
        phi0 = -bulge*j*j1(j*r)/norm
        dphi0 = -bulge*j**2*(j0(j*r) - j1(j*r)/(j*r))/norm
        dphi, du = m - phi/r, t - u/r
        total = phi + phi0
        stretch = (total**2 - phi0**2)/2
        force = 12*(du + nu*u/r + stretch)
        dt = -(total*(dphi + dphi0) - phi0*dphi0) - (1 - nu)*stretch/r
        return np.array([phi, dphi, (force - p[0])*total, du, dt])

    def ends(a, b, p):
        return np.array([a[0] - rise, b[0], a[1] - a[2]*start/2, b[1],
                         a[3] - a[4]*start/2, b[3]])

    r = np.linspace(start, 1, 60)
    guess = np.zeros((5, r.size))
    guess[0] = rise*(j0(j*r) - j0(j))/norm
    guess[1] = -rise*j*j1(j*r)/norm
    guess[2] = -rise*j**2*j0(j*r)/norm
    sol = solve_bvp(rhs, ends, r, guess, p=[j**2], tol=1e-6, max_nodes=5000)
    assert sol.success, sol.message
    return sol.p[0]


# Worked example: rough typical alumina scale on a heat-resisting alloy
h, R = 3e-6, 60e-6
E, nu = 380e9, 0.25
d_alpha = 6e-6
T_hot, T_end = 1100 + zero_Celsius, 25 + zero_Celsius


def critical_stress(thickness, radius):
    return j**2*E*(thickness/radius)**2/(12*(1 - nu**2))


# Plate energy against the Bessel result, at several Poisson ratios
for trial_nu in (0.0, 0.25, 0.45):
    assert abs(plate_energy_load(0, trial_nu)[0]/j**2 - 1) < 1e-6
load_energy, mode = plate_energy_load(0, nu)
half_energy = mode(0.5)/mode(0.0)
half_bessel = (j0(j/2) - j0(j))/(1 - j0(j))
assert abs(half_energy - half_bessel) < 1e-4
shape = mode(np.linspace(0, 0.99, 100))/mode(0.0)
assert np.all(shape > 0)

# Modes with nodal diameters
lobed = []
for n in (1, 2, 3):
    value = plate_energy_load(n, nu)[0]
    assert abs(value/jn_zeros(n + 1, 1)[0]**2 - 1) < 1e-5
    assert value > load_energy
    lobed.append(value)

# Solid calculation: prefactor and exponent in the thin limit
solid_1, solid_2 = [solid_critical_stress(t, nu) for t in (0.01, 0.02)]
exponent = np.log(solid_2/solid_1)/np.log(2)
thin_ratio = solid_1*E/critical_stress(0.01, 1.0)
assert abs(thin_ratio - 1) < 2e-3
assert abs(exponent - 2) < 5e-3
solid_ratio = solid_critical_stress(h/R, nu)*E/critical_stress(h, R)
assert 0.95 < solid_ratio < 1.0

# Nonlinear plate: bifurcation load and rise of load with deflection
nonlinear_small = von_karman_load(0.02, nu)/j**2
nonlinear_large = von_karman_load(0.20, nu)/j**2
assert abs(nonlinear_small - 1) < 1e-3
assert nonlinear_large > nonlinear_small > 1
rise_coefficient = (nonlinear_large - 1)/0.20**2

# Compliant edge: extra length delta equal to one thickness
delta = h
x_edge = brentq(lambda x: x*j0(x) + (R/delta - 1 + nu)*j1(x), 2.0, j)
edge_energy = plate_energy_load(0, nu, clamp=1, edge_spring=R/delta)[0]
assert abs(edge_energy/x_edge**2 - 1) < 1e-5
edge_ratio = x_edge**2/j**2
longer_radius_ratio = (R/(R + delta))**2
assert abs(edge_ratio - longer_radius_ratio) < 0.01

# Example results
D = E*h**3/(12*(1 - nu**2))
sigma_c = critical_stress(h, R)
strain_c = sigma_c*(1 - nu)/E
stress_per_K = E*d_alpha/(1 - nu)
cooling_c = sigma_c/stress_per_K
sigma_end = stress_per_K*(T_hot - T_end)
R_c = h*np.sqrt(j**2*E/(12*(1 - nu**2)*sigma_end))

# Sizes of neglected effects, for chosen inputs
growth = 0.3e9
cooling_growth = (sigma_c - growth)/stress_per_K
relaxed = 0.10
cooling_relaxed = cooling_c/(1 - relaxed)
E_alloy, H_alloy = 150e9, 2e-3
stiffness_ratio = 2*E*h/(E_alloy*H_alloy)
alloy_loss = stiffness_ratio/(1 + stiffness_ratio)
bulge = 0.05
rise_at_c = brentq(lambda a: von_karman_load(a, nu, bulge)/j**2 - 1,
                   0.15, 0.9, xtol=1e-4)

print(f"First root j of J1: {j:.5f}")
print(f"j^2: {j**2:.4f}")
print(f"j^2/12: {j**2/12:.4f}")
print(f"Prefactor j^2/(12(1-nu^2)) at example nu: {j**2/12/(1-nu**2):.4f}")
print(f"Load from plate energy, sigma h R^2/D: {load_energy:.4f}")
print(f"w(R/2)/w(0), energy: {half_energy:.4f}; Bessel: {half_bessel:.4f}")
for n, value in zip((1, 2, 3), lobed):
    print(f"Load with {n} nodal diameter(s) / lowest: {value/j**2:.3f}")
print(f"Solid / plate critical stress at h/R=0.01: {thin_ratio:.5f}")
print(f"Solid exponent of h/R, from 0.01 to 0.02: {exponent:.4f}")
print(f"Nonlinear load / critical, rise 0.02 h: {nonlinear_small:.5f}")
print(f"Nonlinear load / critical, rise 0.20 h: {nonlinear_large:.5f}")
print(f"Coefficient of (rise/h)^2 in load ratio: {rise_coefficient:.3f}")
print(f"Example thickness h: {h*1e6:.1f} um")
print(f"Example debond radius R: {R*1e6:.1f} um")
print(f"Example h/R: {h/R:.3f}")
print(f"Young's modulus E: {E/1e9:.0f} GPa")
print(f"Poisson ratio nu: {nu:.2f}")
print(f"Expansion difference: {d_alpha*1e6:.1f} 1e-6/K")
print(f"Oxidation temperature: {T_hot-zero_Celsius:.0f} C")
print(f"Final temperature: {T_end-zero_Celsius:.0f} C")
print(f"Bending stiffness D: {D*1e6:.3f} uN m")
print(f"Critical stress: {sigma_c/1e9:.3f} GPa = {sigma_c/1e6:.0f} MPa")
print(f"Critical mismatch strain: {strain_c*100:.4f} percent")
print(f"Mismatch stress per kelvin: {stress_per_K/1e6:.3f} MPa/K")
print(f"Cooling needed to buckle: {cooling_c:.0f} K")
print(f"Buckling temperature: {T_hot-cooling_c-zero_Celsius:.0f} C")
print(f"Flat-scale stress at final temperature: {sigma_end/1e9:.3f} GPa")
print(f"Final stress / critical stress: {sigma_end/sigma_c:.3f}")
print(f"Critical radius at final temperature: {R_c*1e6:.1f} um")
print(f"Critical radius / thickness: {R_c/h:.2f}")
print(f"Critical stress, h doubled: {critical_stress(2*h, R)/1e9:.3f} GPa")
print(f"Critical stress, R doubled: {critical_stress(h, 2*R)/1e9:.3f} GPa")
print(f"Solid / plate critical stress, example: {solid_ratio:.4f}")
print(f"Compliant edge, extra length delta: {delta*1e6:.1f} um")
print(f"Compliant-edge root x: {x_edge:.4f}")
print(f"Compliant / rigid edge critical stress: {edge_ratio:.4f}")
print(f"Estimate (R/(R+delta))^2: {longer_radius_ratio:.4f}")
print(f"Compliant-edge critical stress: {edge_ratio*sigma_c/1e9:.3f} GPa")
print(f"Chosen growth compression: {growth/1e9:.1f} GPa")
print(f"Cooling needed with growth stress: {cooling_growth:.0f} K")
print(f"Chosen relaxed part of mismatch strain: {relaxed*100:.0f} percent")
print(f"Cooling needed with relaxation: {cooling_relaxed:.0f} K")
print(f"Chosen alloy modulus: {E_alloy/1e9:.0f} GPa")
print(f"Chosen alloy thickness: {H_alloy*1e3:.1f} mm")
print(f"Stress lost to finite alloy, scale on both faces, equal nu: "
      f"{alloy_loss*100:.2f} percent")
print(f"Chosen initial bulge: {bulge:.2f} h = {bulge*h*1e6:.2f} um")
print(f"Added rise at critical stress with bulge: {rise_at_c:.3f} h")
print(f"Same added rise: {rise_at_c*h*1e6:.2f} um")
print("finished without a failed check")
```

Running it gives:

```
First root j of J1: 3.83171
j^2: 14.6820
j^2/12: 1.2235
Prefactor j^2/(12(1-nu^2)) at example nu: 1.3051
Load from plate energy, sigma h R^2/D: 14.6820
w(R/2)/w(0), energy: 0.4815; Bessel: 0.4815
Load with 1 nodal diameter(s) / lowest: 1.796
Load with 2 nodal diameter(s) / lowest: 2.773
Load with 3 nodal diameter(s) / lowest: 3.922
Solid / plate critical stress at h/R=0.01: 0.99962
Solid exponent of h/R, from 0.01 to 0.02: 1.9984
Nonlinear load / critical, rise 0.02 h: 1.00021
Nonlinear load / critical, rise 0.20 h: 1.02074
Coefficient of (rise/h)^2 in load ratio: 0.518
Example thickness h: 3.0 um
Example debond radius R: 60.0 um
Example h/R: 0.050
Young's modulus E: 380 GPa
Poisson ratio nu: 0.25
Expansion difference: 6.0 1e-6/K
Oxidation temperature: 1100 C
Final temperature: 25 C
Bending stiffness D: 0.912 uN m
Critical stress: 1.240 GPa = 1240 MPa
Critical mismatch strain: 0.2447 percent
Mismatch stress per kelvin: 3.040 MPa/K
Cooling needed to buckle: 408 K
Buckling temperature: 692 C
Flat-scale stress at final temperature: 3.268 GPa
Final stress / critical stress: 2.636
Critical radius at final temperature: 37.0 um
Critical radius / thickness: 12.32
Critical stress, h doubled: 4.959 GPa
Critical stress, R doubled: 0.310 GPa
Solid / plate critical stress, example: 0.9907
Compliant edge, extra length delta: 3.0 um
Compliant-edge root x: 3.6489
Compliant / rigid edge critical stress: 0.9069
Estimate (R/(R+delta))^2: 0.9070
Compliant-edge critical stress: 1.124 GPa
Chosen growth compression: 0.3 GPa
Cooling needed with growth stress: 309 K
Chosen relaxed part of mismatch strain: 10 percent
Cooling needed with relaxation: 453 K
Chosen alloy modulus: 150 GPa
Chosen alloy thickness: 2.0 mm
Stress lost to finite alloy, scale on both faces, equal nu: 0.75 percent
Chosen initial bulge: 0.05 h = 0.15 um
Added rise at critical stress with bulge: 0.410 h
Same added rise: 1.23 um
finished without a failed check
```
